\section*{Why the loss functions of mixed electrons do not add}

\section{One gas, counted twice}

\textbf{Q:} I am modelling how electrons lose energy in a polystyrene resist. I have one loss function for the phenyl $\pi$ electrons and one for the $\sigma$ electrons, and I add them. Each electron absorbs what it absorbs, and the sum obeys the f-sum rule. What could be wrong?

\textbf{A:} Try the recipe where you know the answer. Take a free-electron gas with plasma energy $P$ and negligible damping. Its permittivity is $\varepsilon=1-P^2/\omega^2$, and its loss peak lies at the zero, $\omega=P$. Now call half the electrons ``set 1'' and the rest ``set 2''. What does your recipe give?

\textbf{Q:} Each half has $\varepsilon_j=1-P^2/(2\omega^2)$, which vanishes at $P/\sqrt2$. At the valence density of polystyrene $P=18.3$ eV, so I would put the plasmon at 12.9 eV. Labelling the electrons has moved the peak, which is absurd. Yet the sum rule did not object.

\textbf{A:} It cannot, as we shall see. What went missing is the field that each half exerts on the other.

\section{What adds}

\textbf{Q:} Then what may I add?

\textbf{A:} Polarizations. I write $\omega$ for the energy $\hbar\omega$ in eV and use the time factor $e^{-i\omega t}$, with $t$ in units of $\hbar$/eV. Assume that both sets are intimately mixed, feel the same long-wavelength macroscopic field $E$, and respond as damped oscillators. Then $P_j=\varepsilon_0\chi_jE$, with
\begin{equation}
\chi_j=\frac{p_j^2}{\omega_j^2-\omega^2-i\gamma_j\omega},\qquad
\varepsilon=1+\chi_1+\chi_2 .
\end{equation}
Here $p_j$ is the plasma energy of set $j$ at its density in the mixture. I take $\omega_j,\gamma_j>0$.

A passing electron fixes the displacement $D$, not $E$. The mean power density taken up is
\begin{equation}
\tfrac12\mathrm{Re}(-i\omega E^*D)=\tfrac12\omega\,\mathrm{Im}(E^*D)
=\frac{\omega|D|^2}{2\varepsilon_0}\,\mathrm{Im}\frac{-1}{\varepsilon},
\end{equation}
because $E=D/(\varepsilon_0\varepsilon)$ and $\mathrm{Im}(1/\varepsilon^*)=-\mathrm{Im}(1/\varepsilon)$. The loss function is therefore
\begin{equation}
L=\mathrm{Im}\frac{-1}{\varepsilon}
=\frac{\mathrm{Im}\chi_1+\mathrm{Im}\chi_2}{|1+\chi_1+\chi_2|^2},
\qquad
L_j=\frac{\mathrm{Im}\chi_j}{|1+\chi_j|^2}.
\end{equation}
The numerators add. In $L_1+L_2$, however, each set is screened by itself alone.

\textbf{Q:} Can I see the missing interaction in the equations of motion?

\textbf{A:} Yes. Write $P_j=\varepsilon_0p_ju_j$. The response law becomes $(\omega_j^2-\omega^2-i\gamma_j\omega)u_j=p_jE$. For a longitudinal field, $E=D/\varepsilon_0-\sum_kp_ku_k$. Moving the last term to the left gives
\begin{equation}
(M-\omega^2-i\omega\Gamma)u=p\,\frac{D}{\varepsilon_0},\qquad
M=\begin{pmatrix}\Omega_1^2&p_1p_2\\p_1p_2&\Omega_2^2\end{pmatrix},
\end{equation}
with $\Omega_j^2=\omega_j^2+p_j^2$ and $\Gamma=\mathrm{diag}(\gamma_1,\gamma_2)$. Since $1/\varepsilon=\varepsilon_0E/D=1-p^Tu\,\varepsilon_0/D$,
\begin{equation}
-\frac1\varepsilon=-1+F,\qquad F=p^T(M-\omega^2-i\omega\Gamma)^{-1}p .
\label{F}
\end{equation}
The diagonal holds the separate loss peaks, at $\Omega_j$ for weak damping. Adding losses means deleting $p_1p_2$.

\section{Peaks and strengths}

\textbf{Q:} What does the coupling do to the peaks?

\textbf{A:} Drop the damping for now. The eigenvalues $x=\omega^2$ of $M$ satisfy
\begin{equation}
(\Omega_1^2-x)(\Omega_2^2-x)=p_1^2p_2^2 .
\label{det}
\end{equation}
The right side is positive, so at each root both factors have the same sign: the root lies below both separate peaks or above both. The two roots add up to $\Omega_1^2+\Omega_2^2$, so they cannot lie on the same side; one is below both peaks and the other above both. The peaks repel.

For unit eigenvectors $v_k$ with eigenvalues $\omega_k^2$, equation (\ref{F}) becomes $F=\sum_kS_k/(\omega_k^2-\omega^2)$, where $S_k=(p\cdot v_k)^2$. In the limit of vanishing damping each term contributes $(\pi S_k/2\omega_k)\,\delta(\omega-\omega_k)$ to $L$, so $S_k$ is its share of $(2/\pi)\int\omega L\,d\omega$. Completeness of the eigenvectors gives
\begin{align}
\sum_kS_k&=p^Tp=p_1^2+p_2^2,\\
\sum_kS_k\omega_k^2&=p^TMp=p_1^2\Omega_1^2+p_2^2\Omega_2^2+2p_1^2p_2^2 .
\end{align}
The first line is what the added spectrum also gives. The second exceeds the added value by $2p_1^2p_2^2$. Without damping, coupling therefore raises the strength-weighted mean squared peak energy.

\textbf{Q:} So the lower peak always loses strength to the upper one?

\textbf{A:} Not always. Let $\omega_1<\omega_2$. Just above $\omega_1$ the undamped $\varepsilon$ starts at $-\infty$, and just below $\omega_2$ it reaches $+\infty$, so it has a zero between them. Above $\omega_2$ it rises from $-\infty$ to 1, which gives the other zero. Hence $\omega_1<\omega_-<\omega_2$.

Row $j$ of the eigenvalue equation is $(\omega_j^2-x)v_j+p_j(p\cdot v)=0$, or
\begin{equation}
v_j=\frac{p_j\,(p\cdot v)}{x-\omega_j^2}.
\label{v}
\end{equation}
For the lower mode, $v_1$ has the sign of $p\cdot v$ and $v_2$ the opposite sign. Choose $v_1>0$. Then
\begin{equation}
0<p\cdot v=p_1v_1-p_2|v_2|<p_1,
\qquad\text{so}\qquad 0<S_-<p_1^2 .
\end{equation}
The two polarizations oppose each other in the lower mode, which weakens its coupling to a passing charge. If also $\Omega_1<\Omega_2$, set 1 owns the lower separate peak, and that peak has lost strength.

\textbf{Q:} And if the separate peaks come in the other order?

\textbf{A:} Then the lower peak can gain. Take a weak set with resonance 9.9 eV and plasma energy 1 eV, and a strong one with 1 eV and 10 eV. The separate peaks lie at 9.95 eV (weak set, strength 1 eV$^2$) and 10.05 eV (strong set, 100 eV$^2$). Equation (\ref{det}) moves them to 9.48 and 10.49 eV, with strengths 35.6 and 65.4 eV$^2$. The lower peak has grown about 36-fold, while the mean squared energy has still risen.

\section{Why the sum rule is silent}

\textbf{Q:} Does the total survive damping?

\textbf{A:} Yes. A pole of $F$ is a free motion of the coupled oscillators. Their energy is positive, because $M$ is positive definite, and friction acts on both coordinates. Every free motion decays, so $F$ has no pole on the real axis or above it. At large $|\omega|$, $F\to-(p_1^2+p_2^2)/\omega^2$.

Integrate $\omega F$ along the real axis and back over a large upper semicircle. The total is zero. The arc contributes $-(p_1^2+p_2^2)\int d\omega/\omega=-i\pi(p_1^2+p_2^2)$, so the real axis contributes the opposite. Because $F(-\omega)=F(\omega)^*$, the real part of $\omega F$ is odd and cancels, while its imaginary part is even:
\begin{equation}
\int_0^\infty\omega L\,d\omega=\frac\pi2\,(p_1^2+p_2^2).
\end{equation}
The same argument for one set alone gives $\pi p_j^2/2$. The added spectrum has the same total, whatever its errors.

\textbf{Q:} Is there a sum rule that does notice?

\textbf{A:} Weight the loss by $1/\omega$. Now integrate $F/\omega$, passing above the origin on a small semicircle. That detour runs clockwise and gives $-i\pi F(0)$; the large arc gives nothing. The principal value along the axis is thus $i\pi F(0)$, and
\begin{equation}
\frac2\pi\int_0^\infty\frac{L}{\omega}\,d\omega=F(0)=1-\frac1{\varepsilon(0)} .
\end{equation}
With $a=\chi_1(0)$ and $b=\chi_2(0)$, the true value is $(a+b)/(1+a+b)$, which is below 1. The added value exceeds it by
\begin{equation}
\frac{a}{1+a}+\frac{b}{1+b}-\frac{a+b}{1+a+b}
=\frac{ab}{1+a+b}\left(\frac1{1+a}+\frac1{1+b}\right)>0 .
\end{equation}
The added value is $(a+b+2ab)/(1+a+b+ab)$, which passes 1 when $ab>1$. For resonances at 6 and 13 eV with $p_j^2=60$ and 300 eV$^2$, $a=1.67$ and $b=1.78$. Adding losses gives 1.26 where the mixture has 0.77. A value above 1 would require a negative $\varepsilon(0)$, although $1+a+b$ is positive.

\section{Polystyrene}

\textbf{Q:} How bad is it for my resist?

\textbf{A:} Take rough typical values: density 1.05 g/cm$^3$, molar mass 104.15 g/mol and 40 valence electrons per C$_8$H$_8$ unit. Then $n=2.43\times10^{23}$ cm$^{-3}$, and $P^2=\hbar^2ne^2/(\varepsilon_0m)$ is 334.9 eV$^2$. Give two electrons' worth of strength to a $\pi$ band at 6.4 eV with width $\gamma_1=1$ eV, and 38 to a $\sigma$ band at 15 eV with $\gamma_2=10$ eV. These are effective strengths: a phenyl ring has six $\pi$ electrons, and the remainder of their strength is lumped into the broad band. Two is an assumed and probably generous value: time-dependent Hartree--Fock for benzene gives 1.6 in a minimal basis and 1.45 in 6-31G, which is not converged. A one-electron variant is given below.

Thus $p_1^2=334.9\times2/40=16.74$ and $p_2^2=318.1$ eV$^2$. Without damping, $\Omega_1^2=40.96+16.74=57.70$ and $\Omega_2^2=225+318.1=543.1$ eV$^2$, so the separate peaks are at 7.60 and 23.30 eV. The roots of (\ref{det}) are
\begin{equation}
x=300.4\pm\sqrt{242.7^2+16.74\times318.1}=300.4\pm253.4\ \mathrm{eV}^2,
\end{equation}
which puts the true peaks at 6.85 and 23.53 eV.

For the strength, normalize (\ref{v}) by setting $v_1^2+v_2^2=1$:
\begin{equation}
S_-=\left[\frac{p_1^2}{(x-\omega_1^2)^2}+\frac{p_2^2}{(x-\omega_2^2)^2}\right]^{-1}
=\frac{1\ \mathrm{eV}^2}{0.464+0.010}=2.1\ \mathrm{eV}^2 .
\end{equation}
The lower peak has lost 87\% of its 16.74 eV$^2$. It now carries the strength of 0.25 electron per unit instead of 2.

\textbf{Q:} The peak moves by less than 1 eV but loses most of its strength. Why so uneven?

\textbf{A:} Near 6.4 eV the $\sigma$ electrons are well below resonance and act as a background,
\begin{equation}
\varepsilon_b=1+\frac{p_2^2}{\omega_2^2-\omega_1^2}=1+\frac{318.1}{184.0}=2.73 .
\end{equation}
With $\varepsilon\approx\varepsilon_b+p_1^2/(\omega_1^2-\omega^2)$, the zero is at $\omega_-^2=\omega_1^2+p_1^2/\varepsilon_b$, and
\begin{equation}
-\frac1\varepsilon=-\frac1{\varepsilon_b}\,\frac{\omega_1^2-\omega^2}{\omega_-^2-\omega^2}
=-\frac1{\varepsilon_b}+\frac{p_1^2/\varepsilon_b^2}{\omega_-^2-\omega^2}.
\end{equation}
The last step uses $\omega_1^2-\omega^2=(\omega_-^2-\omega^2)-p_1^2/\varepsilon_b$. The depolarization shift is screened once. The strength is screened twice: once in the field driving the $\pi$ electrons and once in the field they send back. The estimate gives 6.86 eV and 2.25 eV$^2$; the strength is 7\% above the two-mode value. It requires a $\pi$ band so weak that the $\sigma$ background hardly changes between $\omega_1$ and $\omega_-$.

\textbf{Q:} What remains after the real widths are included?

\textbf{A:} I located the maxima of the damped curves numerically and integrated by quadrature:

\begin{center}
\begin{tabular}{lcc}
 & true & added\\
lower peak (eV) & 6.98 & 7.58\\
lower peak height & 0.36 & 2.31\\
upper peak (eV) & 22.96 & 22.77\\
electrons per unit below 10 eV & 0.59 & 2.11\\
$\int L\,d\omega$ (eV) & 20.3 & 22.3\\
$(2/\pi)\int L/\omega\,d\omega$ & 0.65 & 0.88
\end{tabular}
\end{center}

The ``electrons'' row is $(2/\pi)\int\omega L\,d\omega$ up to 10 eV, multiplied by $40/P^2$. It exceeds the undamped 0.25 mainly because the broad $\sigma$ band has a tail below 10 eV. The upper peak moves by only 0.2 eV, small beside its width; the serious error is at low loss.

Both columns have $\int\omega L\,d\omega=526$ eV$^2$. If the slowly varying logarithm in the fast-electron loss rate is held constant and dispersion with momentum is ignored, $\int L\,d\omega$ measures the number of events. Adding losses then gives 10\% too many events, with a mean loss of 23.6 instead of 25.9 eV. The energy deposited per path length is unchanged in this approximation, but it is divided into the wrong portions. The logarithm is larger at low loss, where the excess lies. Weighting $L$ by $\ln[1+(\hbar q_cv/\omega)^2]$ with a rough momentum cutoff $q_c=12$ nm$^{-1}$ raises the excess of events to 14\% at 30 keV and 18\% at 1 keV.

\section{The model beside the material}

\textbf{Q:} How far can I trust these numbers for a real film?

\textbf{A:} Polystyrene is used as an electron-beam resist. Its loss spectrum has a weak $\pi$ feature near 7 eV and a broad maximum a little above 20 eV, both rough figures. I chose the resonances with that in mind, so the resemblance is no independent confirmation. The model has $\varepsilon(0)=2.8$, somewhat above the rough 2.5 from the visible refractive index. The assumption of one macroscopic field is also uncertain. A full Lorentz local field, with $\omega_j$ held fixed, replaces the total $\chi$ by $\chi/(1-\chi/3)$. The true and added lower peaks become 6.89 and 7.20 eV, and the true upper peak falls to 20.4 eV. Resonances fitted to the solid already contain some of this shift. With them held fixed, this variant has $\varepsilon(0)=5.6$, far above the real value, so it shows the sensitivity to the local field and is not a better model of the film.

\textbf{Q:} And the other simplifications?

\textbf{A:} I changed one at a time, keeping the rest fixed:
\begin{itemize}
\item At momentum transfer 5 nm$^{-1}$, raising both resonances by the free recoil energy of 0.95 eV gives lower peaks at 7.90 (true) and 8.40 eV (added).
\item With all rings aligned and the field in their plane, a $\pi$ transition equally strong along both in-plane directions has $1/(2/3)=1.5$ times its orientation-averaged strength. The peaks are 7.21 and 8.11 eV.
\item Halving the $\sigma$ width gives 6.89 and 7.58 eV.
\item Giving the $\pi$ band one electron, and the $\sigma$ band 39, gives 6.74 and 7.01 eV.
\end{itemize}
The added lower peak is too high in each case, but by an amount that depends on the model. The Lorentz tails also put 0.03 electron per unit below 5 eV, where the real polymer is nearly transparent. Carbon cores, modelled as 16 electrons at a rough 290 eV, change $\varepsilon$ at the upper peak by only 0.002. Retardation is ignored as well: for a 30 keV electron $(v/c)^2\,\mathrm{Re}\,\varepsilon$ reaches 0.43, below the Cherenkov threshold of 1. The maximum lies near 5.9 eV, just under the $\pi$ resonance. The threshold is crossed near 80 keV, and at 100 keV, also common in lithography, the product reaches 1.19, so retardation must then be included near that energy loss.

\section{When adding is allowed}

\textbf{Q:} Is my recipe ever good?

\textbf{A:} In three situations. First, in dilute mixtures. Multiply both $p_j^2$ by a small $\lambda$. Then $\varepsilon_b=1+\lambda p_2^2/(\omega_2^2-\omega_1^2)$, and to first order
\begin{equation}
\frac{S_-}{\lambda p_1^2}\approx\frac1{\varepsilon_b^2}
\approx1-\frac{2\lambda p_2^2}{\omega_2^2-\omega_1^2}.
\end{equation}
At a thousandth of the film's density the lower peak loses only about 0.3\% of its strength. This undamped expansion needs distinct resonances: for $\omega_1=\omega_2$ the denominator vanishes. With damping, adding works even then, provided that $|\chi_1|$ and $|\chi_2|$ are much smaller than 1 throughout the range of interest.

Second, far above both peaks, where $\varepsilon$ is close to 1. At a loss of 92 eV, where $\varepsilon\approx0.96$, the added value is 0.45\% below the true one in this valence-only model. The error is this small partly because the $\pi$ set is weak: with the same total strength split equally between the two bands, it is 4\% at 92 eV and 0.8\% at 200 eV.

Third, in separate domains. A passing electron's field at frequency $\omega$ reaches sideways by about $v/\omega$, with $\omega$ here an angular frequency. For 30 keV this is 9.3 nm at the lower peak and 2.8 nm at the upper. In domains much larger than that, apart from interface losses, you may add bulk losses weighted by path length, using each material's own full density.

\textbf{Q:} My $\pi$ and $\sigma$ electrons share the same molecules, so that last exception cannot help. I should add their susceptibilities and invert once.

\textbf{A:} Yes, and if you fit oscillators directly to a measured loss function, remember that they describe the coupled peaks. Their strengths are not the separate strengths of the $\pi$ and $\sigma$ electrons.

All numerical values are calculated from the stated model.
